# The electrostatic energy step across a neutral dipole layer, part 2

A neutral layer of charge repeats periodically in the \( xy \) plane, with cell area \( A \) and vacuum above and below. Its charge density \( \rho \) and potential \( \varphi \) obey Poisson's equation,

\[ \frac{\partial^2\varphi}{\partial x^2} + \frac{\partial^2\varphi}{\partial y^2} + \frac{\partial^2\varphi}{\partial z^2} = -\frac{\rho}{\varepsilon_0} . \]

A bar denotes the average over the cell at fixed \( z \). Part (a) found

\[ \frac{d^2\bar\varphi}{dz^2} = -\frac{\bar\rho(z)}{\varepsilon_0} . \]

The dipole moment along \( z \) is \( p \) per cell and \( m = p/A \) per area, positive when positive charge lies on top. With no field outside, part (c) gave the step from far below to far above,

\[ \Delta\varphi = \frac{m}{\varepsilon_0} = \frac{p}{\varepsilon_0 A} . \]

An electron has charge \( -e \), with \( e > 0 \), and by part (e) its electrostatic energy changes across the layer by

\[ \Delta U = -e\,\Delta\varphi = -\frac{e\,p}{\varepsilon_0 A} . \]

Numbers are in Hartree atomic units, where \( e = 1 \) and \( 1/\varepsilon_0 = 4\pi \); lengths are in bohr. Parts (g) and (h) use these units throughout.

The example has a square cell of side \( a = 8 \) bohr, hence \( A = 64 \) bohr², holding two spherical Gaussian charges, one above the other. The charges \( \pm q = \pm 0.2\,e \) lie at heights \( \pm d/2 \), where \( d = 1.5 \) bohr; their standard deviations are 0.8 bohr (upper) and 1.0 bohr (lower). The step is \( \Delta\varphi = 0.058905 \) hartree/e.

The closing list of numbers also includes two earlier test cases: a neutral layer of three smeared planes in the same cell, and the example with \( 0.02\,e \) per cell added to the upper charge and no field below.

### (g) Does the average describe the potential at a point?

The potential at a given point of the cell generally differs from the average over the cell. Find how the potential varies laterally in the vacuum. For the example, calculate the difference between the potential above the charges and that above the centre of the cell, midway between four sites.

**Solution.** Let \( \mathbf{r} = (x,y) \). A function periodic in the plane can be written as a Fourier series over the reciprocal lattice vectors \( \mathbf{G} \):

\[ \varphi(\mathbf{r},z) = \sum_{\mathbf{G}}\varphi_{\mathbf{G}}(z)\,e^{i\mathbf{G}\cdot\mathbf{r}} , \qquad \rho(\mathbf{r},z) = \sum_{\mathbf{G}}\rho_{\mathbf{G}}(z)\,e^{i\mathbf{G}\cdot\mathbf{r}} . \]

The term \( \mathbf{G} = 0 \) is the planar average. Two lateral derivatives of \( e^{i\mathbf{G}\cdot\mathbf{r}} \) produce the factor \( -G^2 \), so Poisson's equation separates into

\[ \frac{d^2\varphi_{\mathbf{G}}}{dz^2} - G^2\varphi_{\mathbf{G}} = -4\pi\,\rho_{\mathbf{G}}(z) . \]

In vacuum the right side is zero, and the solutions are \( e^{-Gz} \) and \( e^{+Gz} \). Above the layer the growing one is excluded, since it would require charge further up, and there is none. Where the charge density has become negligible, each lateral component therefore dies out as \( e^{-Gz} \), and far away the potential at each point equals the average. If a component \( \rho_{\mathbf{G}} \) of the density tail falls off more slowly than \( e^{-Gz} \), the variation follows that tail instead.

The amplitude requires the solution with its source. The function \( u(z) = e^{-G|z|} \) satisfies \( u'' = G^2u \) away from \( z = 0 \), while its slope jumps there from \( +G \) to \( -G \). Together, \( u'' - G^2u = -2G\,\delta(z) \). Multiplying by \( 2\pi/G \) makes the right side \( -4\pi\,\delta(z) \), and superposing such solutions gives

\[ \varphi_{\mathbf{G}}(z) = \frac{2\pi}{G}\int_{-\infty}^{\infty} e^{-G|z-z'|}\,\rho_{\mathbf{G}}(z')\,dz' . \]

Take one Gaussian of charge \( Q \), height \( c \) and standard deviation \( s \), with its site at \( \mathbf{r} = 0 \). Its lateral Fourier integral is \( e^{-G^2s^2/2} \), so that

\[ \rho_{\mathbf{G}}(z') = \frac{Q}{A}\,e^{-G^2s^2/2}\,\frac{e^{-(z'-c)^2/(2s^2)}}{\sqrt{2\pi}\,s} . \]

For \( z \) well above the charge, \( |z - z'| = z - z' \) wherever the density matters. The remaining integral is done by completing the square:

\[ \int_{-\infty}^{\infty} e^{Gz'}\,\frac{e^{-(z'-c)^2/(2s^2)}}{\sqrt{2\pi}\,s}\,dz' = e^{Gc + G^2s^2/2} . \]

The two factors with \( s \) cancel, as they should: outside a spherical charge the potential is that of a point charge. Adding the charge \( +q \) at \( d/2 \) and \( -q \) at \( -d/2 \) gives

\[ \varphi_{\mathbf{G}}(z) = \frac{2\pi q}{GA}\,e^{-Gz}\left(e^{Gd/2} - e^{-Gd/2}\right) = \frac{2\pi q}{GA}\,2\sinh\!\left(\frac{Gd}{2}\right)e^{-Gz} . \]

For the square lattice \( \mathbf{G} = (2\pi/a)(n_1,n_2) \) with integers \( n_1, n_2 \). At the site the exponential \( e^{i\mathbf{G}\cdot\mathbf{r}} \) is 1. At the cell centre \( (a/2,a/2) \) it is \( e^{i\pi(n_1+n_2)} = (-1)^{n_1+n_2} \). In the difference, terms with even \( n_1+n_2 \) cancel and those with odd \( n_1+n_2 \) count twice. The leading ones are the four shortest vectors, \( (\pm1,0) \) and \( (0,\pm1) \), with \( G = 2\pi/a = 0.785398 \) per bohr. They contribute

\[ 4\times 2\times\varphi_{\mathbf{G}}(z) = 8\,\frac{2\pi q}{GA}\,2\sinh\!\left(\frac{Gd}{2}\right)e^{-Gz} . \]

Since \( GA = 2\pi a \), the prefactor is \( 8q/a = 0.2 \) hartree/e. With \( Gd/2 = 0.58905 \), the factor \( 2\sinh(Gd/2) \) is 1.2474. At \( z = 8 \) bohr, \( e^{-Gz} = e^{-2\pi} = 0.0018674 \), and the product is

\[ 0.2\times 1.2474\times 0.0018674 = 4.659\times10^{-4} \ \text{hartree/e} . \]

A direct Coulomb sum over a large patch of the lattice gives \( 4.664\times10^{-4} \), about 0.1 % more. The next contributing shell consists of the eight vectors of type \( (2,1) \), with length \( \sqrt5\,G \). Relative to the leading term it contributes

\[ \frac{2}{\sqrt5}\,\frac{\sinh(\sqrt5\,Gd/2)}{\sinh(Gd/2)}\,e^{-(\sqrt5-1)Gz} = 0.00105 \quad\text{at } z = 8 \ \text{bohr} , \]

which accounts for the difference.

The lateral variation at this height is 0.8 % of the step. At 12 bohr it is \( 2.01\times10^{-5} \) hartree/e, or 0.03 % of the step. The decay length \( 1/G = a/(2\pi) \) grows with the cell. A sparse layer in a wide cell needs more vacuum than a dense one before its local potential becomes flat.

### (h) Obtain the step from Coulomb's law for a finite patch

A real layer has edges, and very far from it the potential returns to zero on both sides. Calculate the step across the middle of a square patch of side \( L_p = 2b \), measured between heights \( +h \) and \( -h \), with \( a \ll h \ll b \). In what sense does the patch have the step of the infinite layer?

**Solution.** At heights well above \( a \) the lateral structure has died out by part (g), and the cells can be replaced by a uniform sheet with dipole moment \( m \) per area. A dipole \( \mathbf{p} \) gives the potential \( \mathbf{p}\cdot\mathbf{R}/R^3 \) at the displacement \( \mathbf{R} \) from it. For an element of the sheet at distance \( r \) from the centre, the vertical part of \( \mathbf{R} \) is \( h \), so

\[ \varphi(h) = m\int_{\text{patch}}\frac{h}{(r^2+h^2)^{3/2}}\,d^2r . \]

For an infinite sheet the integral is

\[ 2\pi h\int_0^\infty\frac{r\,dr}{(r^2+h^2)^{3/2}} = 2\pi h\left[-\frac{1}{\sqrt{r^2+h^2}}\right]_0^\infty = 2\pi . \]

The potential is \( +2\pi m \) above and, since \( h \) changes sign, \( -2\pi m \) below. The difference is \( 4\pi m \), the step found in part (c), now without solving a differential equation.

For the finite patch, subtract the part of the plane outside the square. There \( r \geq b \gg h \), so the denominator is \( r^3 \) to leading order. In polar coordinates the edge of the square lies at \( r = b/\cos\theta \) for \( 0 < \theta < \pi/4 \), and eight such wedges make up the whole:

\[ \int_{\text{outside}}\frac{h}{r^3}\,d^2r = 8h\int_0^{\pi/4}d\theta\int_{b/\cos\theta}^{\infty}\frac{dr}{r^2} = \frac{8h}{b}\int_0^{\pi/4}\cos\theta\,d\theta = \frac{4\sqrt2\,h}{b} . \]

The step is twice the potential above. With \( b = L_p/2 \),

\[ \Delta\varphi_{\text{patch}} = 2m\left(2\pi - \frac{4\sqrt2\,h}{b}\right) = 4\pi m\left(1 - \frac{4\sqrt2}{\pi}\,\frac{h}{L_p}\right) . \]

The example was summed directly, charge by charge, at \( h = 24 \) bohr. For \( 301\times301 \) cells \( L_p = 2408 \) bohr, the relative correction is \( 1.8006\times24/2408 = 0.01795 \), and the formula predicts \( 0.058905\times(1 - 0.01795) = 0.057848 \) hartree/e. The sum gives 0.057848. For \( 601\times601 \) cells the sum is 0.058375 hartree/e, and the missing part has about halved. Removing the error proportional to \( 1/L_p \) with the help of the two sizes gives

\[ \frac{601\,(0.058375) - 301\,(0.057848)}{601 - 301} = 0.05890 \ \text{hartree/e} , \]

and 0.058905 when unrounded sums are used. This tests the formula of part (c) through Coulomb's law in three dimensions. The same kind of sum, averaged over the cell, also tests the lateral averaging inside the layer: between \( z = -0.5 \) and \( +0.5 \) bohr it rises by 0.022578 hartree/e, against 0.022577 from the one-dimensional equation.

A patch thus has the step of the infinite layer at heights that are large compared with the cell but small compared with the distance to the nearest edge. For a layer with edges, "far above" and "far below" mean this range. At heights far beyond \( b \) the whole patch looks like a single dipole, and its potential falls to zero as \( 1/h^2 \) on either side.

### (i) Put the layer into a cell that is periodic along z

Plane-wave calculations repeat the layer along \( z \) as well, with a period \( L \). Suppose the charge density is held fixed. What does periodicity do to the averaged potential, and how can the step be recovered? What changes if the density can respond?

**Solution.** Place the layer near \( z = 0 \) in a cell from \( -L/2 \) to \( L/2 \), with vacuum at both ends. Inside this cell the periodic potential \( \bar\varphi_{\text{per}} \) and the isolated one \( \bar\varphi \) obey the same equation with the same density. The second derivative of their difference is zero, so the difference is linear:

\[ \bar\varphi_{\text{per}}(z) = \bar\varphi(z) + \alpha z + \beta . \]

Periodicity demands equal values at the two ends. The isolated potential differs between them by \( \Delta\varphi \), and the linear term by \( \alpha L \), so

\[ \Delta\varphi + \alpha L = 0 , \qquad \alpha = -\frac{\Delta\varphi}{L} = -\frac{p}{\varepsilon_0 A L} . \]

The slopes at the two ends also agree, both being \( \alpha \), so the periodic potential joins smoothly to its copies. The constant \( \beta \) is a choice of zero. In the vacuum, where \( \bar\varphi \) is flat, there is now a field

\[ E_{\text{per}} = -\alpha = \frac{p}{\varepsilon_0 A L} . \]

The potential rises through the layer and falls back through the vacuum, and there is no flat vacuum level on either side. In the example with \( L = 40 \) bohr the field should be \( 0.058905/40 = 0.0014726 \) hartree/(e bohr), and a Fourier solution of the periodic problem gives that value. Adding \( +(\Delta\varphi/L)\,z \) to the periodic potential removes the field. The vacuum levels are flat again, and their difference is 0.058905 hartree/e.

This repair after the fact is complete for a fixed density. In a self-consistent calculation the electrons feel \( E_{\text{per}} \) and shift. Suppose that the response is linear: an isolated layer has the moment \( p_0 \), and a uniform applied field \( E \) changes it to \( p_0 + \alpha_z E \), where \( \alpha_z \) is the polarizability per cell. In the periodic cell the applied field is \( E_{\text{per}} \), and it is set by the final moment \( p \):

\[ p = p_0 + \alpha_z\,\frac{p}{\varepsilon_0 A L} \quad\Longrightarrow\quad p = \frac{p_0}{1 - \alpha_z/(\varepsilon_0 A L)} . \]

For \( \alpha_z < \varepsilon_0 A L \) the moment comes out too large, with a relative error of about \( \alpha_z/(\varepsilon_0 A L) \) in a long cell. The error falls off as \( 1/L \), far more slowly than the exponential decay of part (g). Adding the linear term only after the calculation does not remove this error. One remedy at finite \( L \) is to include the linear term in the potential in which the electrons are calculated, and to update it together with \( p \). Another is to cut off the Coulomb interaction along \( z \), so that the copies of the layer do not act on one another.

### (j) Apply the result to the two faces of a slab

A metallic slab has one Fermi energy \( E_F \). The work function of a face is \( W = U_{\text{vac}} - E_F \), where \( U_{\text{vac}} \) is the flat level of the electrostatic energy \( -e\bar\varphi \) in the vacuum outside that face, within the range of heights found in part (h). A real electron at height \( h \) above a metal also has the image energy, about \( -1/(4h) \) hartree with \( h \) in bohr, or \( -0.28 \) eV at 24 bohr. It reaches the level \( U_{\text{vac}} \) only where this term has become negligible. How do the two work functions differ? How does a molecular layer on the upper face change \( W \), and may one use the dipole moment of the free molecule?

**Solution.** The Fermi energy is common to both faces and cancels in the difference:

\[ W_{\text{up}} - W_{\text{low}} = U_{\text{vac,up}} - U_{\text{vac,low}} = \Delta U = -\frac{e\,p}{\varepsilon_0 A} . \]

Here \( p \) is the moment of the entire slab. If the slab has a mirror plane at mid-height, \( \bar\rho(z) \) is even about it, \( z\bar\rho \) is odd, and \( p = 0 \). The work functions are then equal. This does not mean that the faces have no dipole layers of their own; those of the two faces point in opposite directions and cancel in the sum.

Now let molecules be added on the upper face. Poisson's equation is linear, so the change of the potential is produced by the change of the density, \( \delta\rho \). It is neutral and has a moment \( \delta p \) per cell. If the metal is thick enough to confine \( \delta\rho \) to the neighbourhood of the upper face, nothing changes in the interior or below, and \( E_F \) keeps its place relative to the potential in the interior. The whole step then appears in the upper work function:

\[ \delta W_{\text{up}} = -\frac{e\,\delta p}{\varepsilon_0 A} . \]

A positive \( \delta p \), which means that the added and displaced charges together have their positive side outwards, lowers the work function. With the dipole moment and cell of the example, the change would be \( -1.60 \) eV.

The moment \( \delta p \) contains the dipoles of the molecules and also every displacement of charge between and within molecules and metal. Even without a metal it differs from the free-molecule value \( p_0 \), because the molecules polarize one another. In a simple model they are point dipoles normal to the plane, with polarizability \( \alpha_m \). The field of a dipole at a distance \( R \) to its side is \( -p/(4\pi\varepsilon_0R^3) \), opposite to the dipole. Summing over all neighbours gives

\[ p = p_0 - \frac{\alpha_m S}{4\pi\varepsilon_0}\,p \quad\Longrightarrow\quad p = \frac{p_0}{1 + \alpha_m S/(4\pi\varepsilon_0)} , \qquad S = \sum_{\text{neighbours}}\frac{1}{R^3} . \]

The moment in the layer is smaller than \( p_0 \). For a fixed lattice type \( S \) grows as \( A^{-3/2} \) when the layer is made denser, so the step grows more slowly than \( 1/A \) and, as long as all molecules carry the same moment, passes through a maximum. To see this, put \( x = \alpha_m S/(4\pi\varepsilon_0) \). Since \( 1/A \) is proportional to \( x^{2/3} \), the step is proportional to \( x^{2/3}/(1+x) \), which has its maximum at \( x = 2 \). This maximum is a property of the model, which treats the molecules as points and keeps their dipoles normal to the plane. In a real layer of such density neither assumption is assured. The uniform solution also has a limited range within the model. On the square lattice \( S = 9.034/a^3 \), while the same sum with signs alternating like a checkerboard is \( -2.646/a^3 \), so the response of an alternating pattern of moments diverges at \( x = 9.034/2.646 = 3.41 \). If the molecules are as polarizable in the plane as normal to it, an in-plane pattern diverges already at \( x = 1.77 \), before the maximum is reached. In a sparse layer \( S \) tends to zero, and \( p_0 \) becomes the right moment within this model. The formula for the step is unaffected by any of this, provided that the moment put into it is the one the layer actually has. The numerical output below lists the values for the example.

## Numbers as computed

```
cell side: 8.0 bohr
cell area A: 64.0 bohr^2
upper charge: +0.20 e at z = +0.75 bohr
lower charge: -0.20 e at z = -0.75 bohr
Gaussian widths, upper and lower: 0.8, 1.0 bohr
dipole per cell p: 0.3000 e bohr
dipole per area p/A: 0.0046875 e/bohr
step 4 pi p/A, formula: 0.058905 hartree/e
step, integrated Poisson equation: 0.058905 hartree/e
electron energy above minus below: -0.058905 hartree
electron energy above minus below, SI route: -1.6029 eV
z = -4.0 bohr: field -0.000023 hartree/(e bohr), potential 0.000006 hartree/e
z = -2.0 bohr: field -0.004137 hartree/(e bohr), potential 0.001984 hartree/e
z = +0.0 bohr: field -0.023527 hartree/(e bohr), potential 0.031659 hartree/e
z = +2.0 bohr: field -0.002203 hartree/(e bohr), potential 0.058143 hartree/e
z = +4.0 bohr: field -0.000001 hartree/(e bohr), potential 0.058905 hartree/e
Coulomb sums taken at heights +/-24.0 bohr
patch of 301 x 301 cells: step 0.057848 hartree/e
patch of 601 x 601 cells: step 0.058375 hartree/e
step extrapolated to infinite patch: 0.058905 hartree/e
averaged rise from z = -0.5 to +0.5 bohr, Coulomb sum: 0.022578 hartree/e
same rise, averaged Poisson equation: 0.022577 hartree/e
smallest lateral wave number G: 0.785398 1/bohr
site minus cell centre at z = 8.0 bohr: sum 4.6639e-04, leading term 4.6590e-04 hartree/e
site minus cell centre at z = 12.0 bohr: sum 2.0137e-05, leading term 2.0133e-05 hartree/e
three-plane layer: charges [ 0.3 -0.5  0.2] e, heights [-2.   0.5  3. ] bohr
three-plane layer: dipole -0.2500 e bohr, integrated step -0.049087 hartree/e
charged layer: excess charge per cell 0.02 e
charged layer: potential at z = 10 bohr 0.022580 hartree/e
charged layer: potential at z = 15 bohr 0.002945 hartree/e
periodic cell length L: 40.0 bohr
periodic cell: vacuum field 0.0014726 hartree/(e bohr)
periodic cell: step after adding linear term 0.058905 hartree/e
```
